# The erfc Coulomb Kernel at Zero Wavevector and Exchange in Oxide Gaps

## 1. The simplest case: zero wavevector

Screened hybrid functionals divide the Coulomb repulsion of two electrons into a short-range and a long-range part, and mix a fraction of nonlocal exchange into the short-range part only:

$$v(r)=C\,\frac{\operatorname{erfc}(\omega r)}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm}.$$

The range parameter $\omega$ is an inverse length. The Fourier convention is $v(\mathbf q)=\int v(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$.

At $q=0$ the transform is the volume integral of the interaction. For bare Coulomb repulsion within a sphere of radius $R$ it is $4\pi C\int_0^R r\,dr=2\pi CR^2$, which grows without limit. For the screened interaction, integrate by parts with $d\operatorname{erfc}(\omega r)/dr=-(2\omega/\sqrt\pi)e^{-\omega^2r^2}$:

$$\int_0^\infty r\operatorname{erfc}(\omega r)\,dr=\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr=\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac1{4\omega^2}.$$

The boundary term $\tfrac12r^2\operatorname{erfc}(\omega r)$ vanishes at both ends. Therefore

$$v(0)=\frac{\pi C}{\omega^2}.$$

The HSE06 value $\omega=0.11$ inverse bohr is $2.0787\ \text{nm}^{-1}$, a range $1/\omega=0.481$ nm. Then $v(0)=\pi(1.43996)/(2.0787)^2=1.0469\ \text{eV nm}^3$.

## 2. Any wavevector

Take the polar axis along $\mathbf q$ and let $\mu$ be the cosine of the polar angle. Since $\int_{-1}^1e^{-iqr\mu}d\mu=2\sin(qr)/(qr)$,

$$v(q)=\frac{4\pi C}{q}\int_0^\infty\sin(qr)\operatorname{erfc}(\omega r)\,dr.$$

Integrate by parts, using $-\cos(qr)/q$ as the integral of the sine. The boundary term gives $1/q$ from $r=0$, so

$$\int_0^\infty\sin(qr)\operatorname{erfc}(\omega r)\,dr=\frac1q-\frac{2\omega}{\sqrt\pi\,q}J(q),\qquad J(q)=\int_0^\infty\cos(qr)e^{-\omega^2r^2}dr.$$

To find $J$, differentiate it with respect to $q$ and write $re^{-\omega^2r^2}=-(1/2\omega^2)\,d(e^{-\omega^2r^2})/dr$. Another integration by parts gives

$$J'(q)=-\int_0^\infty r\sin(qr)e^{-\omega^2r^2}dr=-\frac{q}{2\omega^2}J(q).$$

With $J(0)=\sqrt\pi/(2\omega)$, the solution is $J=(\sqrt\pi/2\omega)e^{-q^2/4\omega^2}$. Hence

$$\boxed{v(q)=\frac{4\pi C}{q^2}\left[1-e^{-q^2/4\omega^2}\right]}$$

**Small $q$.** Expanding the exponential to second order gives

$$v(q)=\frac{\pi C}{\omega^2}\left(1-\frac{q^2}{8\omega^2}+\cdots\right),$$

which agrees with Section 1. The next coefficient can also be found from real space. The angular average of $-(\mathbf q\cdot\mathbf r)^2/2$ is $-q^2r^2/6$, and $\int_0^\infty r^3\operatorname{erfc}(\omega r)dr=3/(16\omega^4)$ by the same integration by parts. The product $-(4\pi Cq^2/6)(3/16\omega^4)=-\pi Cq^2/(8\omega^4)$ is the same term.

**Large $q$.** The exponential dies and the bare kernel returns. For a lattice constant $a=0.32$ nm, the screened kernel is 0.996 of the bare one at $q=\pi/a$, but 0.294 of it at $q=2\pi/(8a)$.

**Small $\omega$.** At fixed $q>0$, $\omega\to0$ gives $4\pi C/q^2$. At $q=0$ the value $\pi C/\omega^2$ diverges instead. The approach to the bare kernel is therefore not uniform in $q$: it requires $\omega\ll q$, which fails at $q=0$ for every $\omega>0$. This will restrict the use of the result.

## 3. Exchange with one compact orbital per cell

Consider a simple cubic crystal of $N=n^3$ cells in a periodic box of side $L=na$. One band is filled with both spins. The exchange energy of a state $\psi_{\mathbf k}$ is $-X$, where

$$X=\frac1{L^3}\sum_{\mathbf Q}|\rho(\mathbf Q)|^2v(Q),\qquad \rho(\mathbf Q)=\langle\psi_{\mathbf k}|e^{-i\mathbf Q\cdot\mathbf r}|\psi^{\rm occ}_{\mathbf k+\mathbf Q}\rangle.$$

This follows by inserting the box Fourier series of $v$ into the exchange integral; crystal momentum selects one occupied state of the same spin for each $\mathbf Q$. The vectors are $\mathbf Q=\mathbf q+\mathbf G$, with $\mathbf q$ on the $n\times n\times n$ mesh and $\mathbf G$ a reciprocal-lattice vector.

Suppose that the band is made of Gaussian orbitals too compact to overlap. If each orbital density has variance $\beta$ per axis, its transform is $e^{-\beta Q^2/2}$, and $|\rho|^2=e^{-\beta Q^2}$. The bare Coulomb term at $\mathbf Q=0$ is infinite in the sum. In the limit of an infinite crystal, however, the sum becomes an integral, which is finite:

$$\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi}{Q^2}e^{-\beta Q^2}=\frac2\pi\int_0^\infty e^{-\beta Q^2}dQ=\frac1{\sqrt{\pi\beta}}.$$

The volume element $Q^2dQ$ cancels the singularity. Unscreened exchange in this insulator is therefore finite; the infinity belongs to the discrete sum. Suppose that the infinite term is simply dropped, leaving

$$S(\beta)=\frac1{L^3}\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{-\beta Q^2}.$$

Its derivative contains no singular denominator. Poisson summation gives $L^{-3}\sum_{\mathbf Q}e^{-\beta Q^2}=(4\pi\beta)^{-3/2}\sum_{\mathbf T}e^{-T^2/4\beta}$, where $\mathbf T$ runs over the translations of the box. For $\beta\ll L^2$ keep $\mathbf T=0$:

$$\frac{dS}{d\beta}=-4\pi(4\pi\beta)^{-3/2}+\frac{4\pi}{L^3}.$$

The last term restores the excluded point. Integration gives

$$S(\beta)=\frac1{\sqrt{\pi\beta}}-\frac{\xi}{L}+\frac{4\pi\beta}{L^3}.$$

The integration constant must be an inverse length, and $L$ is the one length left. Evaluating the sum at $\beta=0.01L^2$ gives $\xi=2.8373$, the Madelung constant of a simple cubic lattice of point charges in a uniform neutralizing background. Dropping the infinite term thus leaves an error that falls as $1/L$.

Now use the screened kernel. With $\beta'=\beta+1/(4\omega^2)$, its sum is the difference of two Gaussian sums plus the finite zero term:

$$\frac{X}{C}=S(\beta)-S(\beta')+\frac{\pi}{\omega^2L^3}.$$

The two Madelung terms cancel. The terms in $L^{-3}$ give $4\pi(\beta-\beta')/L^3=-\pi/(\omega^2L^3)$, which the zero term cancels. What remains is

$$\frac XC=\frac1{\sqrt{\pi\beta}}-\frac1{\sqrt{\pi\beta'}},$$

the infinite-crystal value, apart from the neglected terms of order $e^{-L^2/4\beta'}$ and smaller. For compact orbitals this requires $\omega L\gg1$. The finite $v(0)$ is what completes the cancellation, so it must be kept.

## 4. Bloch bands and the gap

For a real band the overlap is $\rho=\langle u_{\mathbf k}|u^{\rm occ}_{\mathbf k+\mathbf Q}\rangle$, with $u$ the cell-periodic factor. Take a shift $\kappa$ along one axis. The Hamiltonian for $u$ changes to first order by $(\hbar^2\kappa/m_e)(-i\partial_x+k)$. If $P_{m1}$ is the matrix element of $-i\partial_x+k$ between bands $m$ and 1, perturbation theory gives

$$|\langle u_m|u_1(k+\kappa)\rangle|^2=d_m^2\kappa^2,\qquad d_m=\frac{\hbar^2|P_{m1}|}{m_e(E_m-E_1)}.$$

Normalization then requires $|\langle u_1|u_1(k+\kappa)\rangle|^2=1-g\kappa^2$, with $g=\sum_{m>1}d_m^2$, to this order.

In the crystal used below, the valence maximum is at $(\pi/a)(1,1,1)$ and a conduction minimum is at $(\pi/a)(1,0,0)$, excited to the second band along $x$. Their overlaps with the filled band are

$$|\rho_v|^2=1-gQ^2+\cdots,\qquad |\rho_c|^2=d^2Q_x^2+\cdots,$$

where $d=d_2$. The valence state overlaps itself at $\mathbf Q=0$; the conduction state is orthogonal to the filled band there. The divergent term therefore acts on one edge and not on the other, and it appears in the gap.

If a fraction $\alpha$ of exchange is added to first order on fixed orbitals, the edges move by $-\alpha X_v$ and $-\alpha X_c$. The gap opens by

$$\Delta=\alpha(X_v-X_c).$$

**Bare kernel, zero term dropped.** For the valence edge, replace $|\rho_v|^2$ by $e^{-gQ^2}$, which agrees with it through order $Q^2$. Section 3 then gives the error $C(-\xi/L+4\pi g/L^3)$.

For the conduction edge the summand near zero is $4\pi Cd^2Q_x^2/Q^2$, which has no unique limit. Split $Q_x^2/Q^2$ into $1/3$ and a remainder. Interchanging the axes shows that the remainder sums to zero over each cubic shell of $\mathbf Q$. The constant part would be summed smoothly if its zero point were present; its absence makes $X_c$ too small by $4\pi Cd^2/(3L^3)$. Subtracting the edges,

$$\delta\Delta_{\rm bare}=\alpha C\left[-\frac{\xi}{L}+\frac{4\pi(g+d^2/3)}{L^3}\right]+\cdots$$

Both band edges lie at points that inversion maps to themselves, up to a reciprocal-lattice vector, so $|\rho|^2$ is even in $\mathbf Q$ and odd powers are absent. The next singular part of the summand is therefore of degree two in $\mathbf Q$, such as $Q_x^4/Q^2$. Since $\mathbf Q$ scales as $1/L$ and each point has weight $1/L^3$, its contribution scales as $L^{-5}$.

**Screened kernel, zero term kept.** For an isolated filled band the projector $|u\rangle\langle u|$ is smooth in $\mathbf k$, and $v(Q)$ is smooth too. After the sum over $\mathbf G$, the summand is a smooth periodic function $f(\mathbf q)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}$. Its average over the zone is $f_0$. Its average over the mesh also includes every $f_{\mathbf R}$ for which $\mathbf R$ is a nonzero translation of the box. Those coefficients fall faster than any power of $1/L$, as repeated integration by parts shows, and so does the error.

**Screened kernel, zero term dropped.** The valence edge loses $v(0)/L^3$, while the conduction edge loses nothing. On a mesh where the previous error is already small,

$$\delta\Delta_{\rm dropped}=-\frac{\alpha v(0)}{L^3}.$$

## 5. A reference without a reciprocal-space singularity

The substitution $s=tr$ proves that

$$\frac{\operatorname{erfc}(\omega r)}r=\frac2{\sqrt\pi}\int_\omega^\infty e^{-t^2r^2}dt.$$

Each Gaussian is a product of functions of $x$, $y$ and $z$. If the crystal potential is a sum of one-dimensional potentials, the Bloch states also factor, and

$$X=\frac{2C}{\sqrt\pi}\int_\omega^\infty I_x(t)I_y(t)I_z(t)\,dt,\qquad I_i(t)=\int h_i(s)e^{-t^2s^2}ds.$$

Here $h_i(s)$ is the one-dimensional exchange hole,

$$h_i(s)=\operatorname{Re}\int_{\rm cell}\psi_i^*(x)\gamma(x,x+s)\psi_i(x+s)\,dx.$$

The state is normalized to one cell, and $\gamma$ is the projector on the filled one-dimensional band. In an insulator $\gamma$ decays with distance, so a finite range of $s$ suffices. Setting the lower limit of $t$ to zero gives the bare Coulomb exchange of the infinite crystal.

## 6. A worked insulator

Take the potential

$$V=-V_0\left[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right],$$

with $V_0=7.0$ eV and $a=0.32$ nm. The lowest band holds two electrons per cell. A plane-wave diagonalization with 25 waves per axis gives a gap of 4.238 eV before exchange, $g=0.01242\ \text{nm}^2$ and $d^2=0.01240\ \text{nm}^2$. The second band supplies nearly all of $g$.

The real-space integrals were evaluated by quadrature, with $\gamma$ built from 24 wavevectors and 96 grid points per cell. For the screened kernel, $X_v=10.128$ eV and $X_c=2.320$ eV. With $\alpha=0.25$,

$$\Delta=0.25(10.128-2.320)=1.952\ \text{eV},$$

and the gap becomes $4.238+1.952=6.190$ eV. The bare kernel gives a finite opening of 2.714 eV.

The mesh sums used the same orbitals and the same $\alpha$, with occupied states at $\mathbf k+\mathbf q$ around each edge state. For even $n$ this is the single mesh of the periodic box. For $n=3$ the edges do not lie on the zone-centred mesh, so that row uses a mesh centred separately on each edge; on the zone-centred mesh no zero term occurs, and the errors are $-78$ meV for the erfc kernel and $-746$ meV for the bare one. Their errors, each relative to the real-space value for its own kernel, are as follows in meV.

| $n$ | erfc, zero kept | erfc, zero dropped | bare, zero dropped |
|---:|---:|---:|---:|
| 2 | 554.8 | −443.7 | −1202.9 |
| 3 | 81.1 | −214.7 | −931.5 |
| 4 | 14.9 | −109.9 | −745.8 |
| 6 | 0.6 | −36.3 | −519.2 |
| 8 | 0.03 | −15.6 | −394.1 |
| 12 | −0.002 | −4.6 | −264.6 |

At $n=8$, $L=2.56$ nm. Dropping the finite term should cost

$$-\frac{0.25(1.0469)}{(2.56)^3}=-0.0156\ \text{eV},$$

as the table shows. For the bare kernel, the Madelung term is $-0.25(1.43996)(2.8373)/2.56=-0.3990$ eV and the $L^{-3}$ term is $+0.0045$ eV. Their sum is $-394.5$ meV, against $-394.1$ meV from the mesh. Subtracting this known error would therefore also cure most of the slow convergence; the screened kernel is not the sole remedy.

From $n=4$ to $n=8$ the error with the zero term kept falls by a factor of about 500, whereas a $1/N$ law would give 8. The entry at $n=12$ is not a mesh error: the real-space reference is accurate only to about 0.002 meV, and relative to a converged value the mesh error there is about $+0.0001$ meV.

The first row shows that keeping the finite term does not help on every mesh. At $n=2$, where the box is small both for the interaction ($\omega L=1.33$) and for the decay of $\gamma$, keeping it leaves a larger error than dropping it. Reducing $\omega$ by a factor of four at $n=4$, with all else fixed, raises the error from 15 to 1460 meV. The singularity has then returned in practice, as a large $v(0)$ on a mesh too coarse for the range of the interaction. At the HSE06 value of $\omega$ the decay of $\gamma$ soon becomes the limit. The terms neglected in Section 3, evaluated for compact orbitals with $\beta=g$, give about 380 meV at $n=2$, but only 1.1 meV at $n=4$ and 0.0003 meV at $n=6$. From $n=4$ on, the tabulated error instead falls by a steady factor of about 20 for every two added cells, as expected from an exponentially decaying $\gamma$.

## 7. What the kernel says about an oxide

The function erfc is a fixed division of the interaction, not the dielectric response of the oxide. In an insulator with electronic dielectric constant $\varepsilon_\infty$, electronic screening at long range leaves $4\pi C/(\varepsilon_\infty q^2)$: weaker, but still singular. The nonlocal exchange of the screened hybrid has no such tail. In the model the long-range part of $X_v-X_c$ is $(2.7136-1.9518)/0.25=3.047$ eV. Dividing by a rough oxide value $\varepsilon_\infty=4.5$ suggests a missing contribution of about 0.7 eV. This combines the model's orbitals with a screening that the model does not have; its own independent-particle dielectric constant, about 2.2, would give about 1.4 eV. Only the order of magnitude is meaningful. A smooth mesh sum is thus no evidence that the gap is right.

A hybrid functional also removes a quarter of the semilocal short-range exchange, which the 6.190 eV omits. Its size can be estimated from the full-range local-density potential $-C(3\mathcal n/\pi)^{1/3}$, where $\mathcal n$ is the electron density. The valence state lies more in the dense regions and loses more attraction, so the gap changes by about $-0.8$ eV. One part of the orbital relaxation can also be estimated: second-order coupling of the valence edge, through the screened exchange, to the third and fourth bands along each axis gives about 7 meV. Relaxation of the conduction edge and the self-consistent change of the density are not estimated.

The gap of 6.19 eV is not a prediction for any real oxide: the potential is a chosen model, and one band with two electrons replaces the oxygen and metal bands. Real oxides also break the assumption of a rigid lattice. The standard weak-coupling Fröhlich estimate lowers the gap by $2\alpha_F\hbar\omega_{\rm LO}$, where

$$\alpha_F=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{\text{Ry}}{\hbar\omega_{\rm LO}}}$$

for carriers of free-electron mass, with Ry the Rydberg energy. Rough values $\varepsilon_s=20$ and $\hbar\omega_{\rm LO}=0.08$ eV give $\alpha_F\approx2.2$ and a closing of about 0.4 eV at zero temperature. At 400 K the mean occupation of this phonon is 0.11, so thermal corrections exist but the mode is mostly in its ground state. Oxide films may in addition be polycrystalline or amorphous, an effect not estimated here.

For a calculation with this kernel, the practical rule is to keep $v(0)=\pi C/\omega^2$ and to increase $n$ until the gap is stable, with $na$ well above both $1/\omega$ and the decay length of the occupied density matrix. The second condition controlled the error here from $n=4$ on, and a material whose density matrix decays more slowly, as is typical of a smaller gap, needs a denser mesh. The rule assumes isolated filled bands. It controls the mesh error, which in this model is below 1 meV at $n=6$, while the physical omissions above range from tenths of an eV to about 1 eV.
